# One effective phonon mode for a two-mode nonradiative multiphonon trap: verification in Python

```python
# Result under test: for independent displaced harmonic modes at zero temperature,
# the single mode with the same mean and variance of Franck-Condon phonon energy has
#   energy w* = v/lam and Huang-Rhys factor S* = lam^2/v,
#   lam = sum S_i w_i (mean), v = sum S_i w_i^2 (variance).
# S: Huang-Rhys factor, w: phonon energy in eV, T: temperature in K.
# Oscillator coordinate x is dimensionless; the displacement is sqrt(2 S).
import numpy as np
from scipy import constants
from scipy.optimize import fsolve
from scipy.stats import poisson

KB = constants.k / constants.e
N_INITIAL, N_FINAL = 46, 170
x = np.linspace(-20.0, 20.0, 2001)
dx = x[1] - x[0]


def oscillator_functions(count, y):
    f = np.empty((count, len(y)))
    f[0] = np.pi ** -0.25 * np.exp(-y ** 2 / 2)
    f[1] = np.sqrt(2) * y * f[0]
    for n in range(1, count - 1):
        f[n + 1] = np.sqrt(2 / (n + 1)) * y * f[n] - np.sqrt(n / (n + 1)) * f[n - 1]
    return f


initial_functions = oscillator_functions(N_INITIAL, x)


def overlaps(S, ratio=1.0):
    """Integrals <final n | initial m>; ratio = final/initial frequency."""
    y = np.sqrt(ratio) * (x - np.sqrt(2 * S))
    final = ratio ** 0.25 * oscillator_functions(N_FINAL, y)
    return final @ initial_functions.T * dx


def net_quanta(S, w, T):
    """Probability of each net number of emitted quanta, by explicit sums."""
    m = np.arange(N_INITIAL)
    weight = (m == 0).astype(float) if T == 0 else np.exp(-m * w / (KB * T))
    weight /= weight.sum()
    prob = overlaps(S) ** 2 * weight
    index = np.arange(N_FINAL)[:, None] - m[None, :] + N_INITIAL - 1
    p = np.bincount(index.ravel(), weights=prob.ravel())
    return np.arange(len(p)) - (N_INITIAL - 1), p


def distribution(modes, T):
    energy, prob = np.zeros(1), np.ones(1)
    for S, w in modes:
        k, p = net_quanta(S, w, T)
        energy = np.add.outer(energy, k * w).ravel()
        prob = np.multiply.outer(prob, p).ravel()
    return energy, prob


def moments(energy, prob):
    mean = np.sum(prob * energy)
    return np.array([mean, np.sum(prob * (energy - mean) ** 2),
                     np.sum(prob * (energy - mean) ** 3)])


def cumulant(modes, order):
    return sum(S * w ** order for S, w in modes)


def thermal_variance(modes, T):
    return sum(S * w ** 2 / np.tanh(w / (2 * KB * T)) for S, w in modes)


def matched_mode(modes):
    lam, v = cumulant(modes, 1), cumulant(modes, 2)
    return lam ** 2 / v, v / lam


def broadened_density(modes, T, W, sigma):
    """Fourier integral of the characteristic function, in 1/eV."""
    t = np.linspace(-400.0, 400.0, 16001)
    exponent = -1j * W * t - sigma ** 2 * t ** 2 / 2
    for S, w in modes:
        N = 0.0 if T == 0 else 1 / np.expm1(w / (KB * T))
        exponent = exponent + S * ((N + 1) * (np.exp(1j * w * t) - 1)
                                   + N * (np.exp(-1j * w * t) - 1))
    return np.sum(np.exp(exponent)).real * (t[1] - t[0]) / (2 * np.pi)


modes = [(10.0, 0.020), (5.0, 0.060)]
T_use, sigma = 300.0, 0.025
lam, v, k3 = (cumulant(modes, r) for r in (1, 2, 3))
S_eff, w_eff = matched_mode(modes)
single = [(S_eff, w_eff)]

# Poisson law from the overlap integrals
for S, w in modes + single:
    p = overlaps(S)[:, 0] ** 2
    assert np.max(np.abs(p - poisson.pmf(np.arange(N_FINAL), S))) < 1e-11

# Moments from explicit sums over final states
direct = moments(*distribution(modes, 0))
assert np.allclose(direct, [lam, v, k3], rtol=1e-8, atol=0)
direct_single = moments(*distribution(single, 0))
assert np.allclose(direct_single[:2], direct[:2], rtol=1e-8, atol=0)
assert np.isclose(direct_single[2], v ** 2 / lam, rtol=1e-8, atol=0)

# Matched mode found by root search on explicit sums, without its formula
root, _, flag, _ = fsolve(
    lambda z: moments(*distribution([(z[0], z[1])], 0))[:2] / direct[:2] - 1,
    [15.0, 0.033], full_output=True)
assert flag == 1 and np.allclose(root, [S_eff, w_eff], rtol=1e-6, atol=0)

# Thermal mean and variance from Boltzmann-weighted overlap sums
for system in (modes, single):
    hot = moments(*distribution(system, T_use))
    assert np.allclose(hot[:2], [lam, thermal_variance(system, T_use)],
                       rtol=1e-7, atol=0)

# Inequalities on random sets of four modes
rng = np.random.default_rng(4)
for _ in range(300):
    trial = list(zip(rng.uniform(0.1, 10, 4), rng.uniform(0.005, 0.15, 4)))
    one = [matched_mode(trial)]
    T = rng.uniform(20, 1500)
    assert one[0][0] <= sum(S for S, w in trial) * (1 + 1e-12)
    assert cumulant(one, 3) <= cumulant(trial, 3) * (1 + 1e-12)
    assert thermal_variance(one, T) <= thermal_variance(trial, T) * (1 + 1e-12)
hot_limit = thermal_variance(single, 1e5) / thermal_variance(modes, 1e5)
assert abs(hot_limit - 1) < 1e-4

# Broadened distribution: Fourier integral against explicit line sums
releases = (0.10, 0.56, 1.12)
density = {}
for T in (0.0, T_use):
    for name, system in (("two", modes), ("one", single)):
        energy, prob = distribution(system, T)
        for W in releases:
            g = broadened_density(system, T, W, sigma)
            lines = np.sum(prob * np.exp(-(W - energy) ** 2 / (2 * sigma ** 2)))
            lines /= sigma * np.sqrt(2 * np.pi)
            assert np.isclose(g, lines, rtol=1e-6, atol=0)
            density[T, name, W] = g
assert density[0.0, "one", 1.12] < density[0.0, "two", 1.12]
assert density[0.0, "one", 0.10] > density[0.0, "two", 0.10]

# Softer final modes at fixed displacement
r = 0.9
soft_mean = sum(r ** 2 * S * w + w * (1 - r) ** 2 / 4 for S, w in modes)
soft_var = sum(r ** 4 * S * w ** 2 + w ** 2 * (r ** 2 - 1) ** 2 / 8 for S, w in modes)
n = np.arange(N_FINAL)
soft_direct = sum(moments(r * w * n, overlaps(S, r)[:, 0] ** 2)[:2] for S, w in modes)
assert np.allclose(soft_direct, [soft_mean, soft_var], rtol=1e-8, atol=0)

# Matrix element 1 + g*xi in the second mode, xi having unit rms in the ground state
S2, w2 = modes[1]
M = overlaps(S2)
shift = {}
for g in (0.1, -0.1):
    shift[g] = (g ** 2 * w2 - 2 * g * w2 * np.sqrt(S2)) / (1 + g ** 2)
    p = (M[:, 0] + g * M[:, 1]) ** 2
    assert np.isclose(np.sum(p * n * w2) / p.sum() - S2 * w2, shift[g], rtol=1e-7)

S_sum = sum(S for S, w in modes)
w_naive = lam / S_sum
v_naive = S_sum * w_naive ** 2
temperatures = np.arange(10.0, 1001.0)
shortfall = np.array([1 - thermal_variance(single, T) / thermal_variance(modes, T)
                      for T in temperatures])
worst = int(np.argmax(shortfall))

for i, (S, w) in enumerate(modes, 1):
    print(f"mode {i}: S = {S:.1f}, phonon energy = {w:.3f} eV")
    print(f"mode {i}: mean part = {S*w:.3f} eV, variance part = {S*w*w:.6f} eV^2")
print(f"mean phonon energy = {lam:.4f} eV")
print(f"variance = {v:.6f} eV^2")
print(f"standard deviation = {np.sqrt(v):.4f} eV")
print(f"matched phonon energy = {w_eff:.4f} eV = {1000*w_eff:.2f} meV")
print(f"matched Huang-Rhys factor = {S_eff:.4f}")
print(f"root search: S = {root[0]:.4f}, phonon energy = {root[1]:.4f} eV")
print(f"sum of Huang-Rhys factors = {S_sum:.1f}")
print(f"S-weighted mean phonon energy = {w_naive:.4f} eV")
print(f"variance with S-weighted mean = {v_naive:.6f} eV^2")
print(f"its shortfall in variance = {100*(1-v_naive/v):.1f} %")
print(f"third cumulant, two modes = {k3:.6f} eV^3")
print(f"third cumulant, matched mode = {v**2/lam:.6f} eV^3")
print(f"skewness, two modes = {k3/v**1.5:.4f}")
print(f"skewness, matched mode = {v**2/lam/v**1.5:.4f}")
print(f"zero-phonon weight, two modes = {np.exp(-S_sum):.3e}")
print(f"zero-phonon weight, matched mode = {np.exp(-S_eff):.3e}")
print(f"temperature of use = {T_use:.0f} K, kT = {KB*T_use:.5f} eV")
hot_two, hot_one = thermal_variance(modes, T_use), thermal_variance(single, T_use)
print(f"variance at 300 K, two modes = {hot_two:.6f} eV^2")
print(f"variance at 300 K, matched mode = {hot_one:.6f} eV^2")
print(f"two-mode variance, 300 K over 0 K = {hot_two/v:.3f}")
print(f"matched-mode variance shortfall at 300 K = {100*(1-hot_one/hot_two):.2f} %")
print(f"largest shortfall, 10-1000 K = {100*shortfall[worst]:.2f} %"
      f" at {temperatures[worst]:.0f} K")
print(f"Gaussian broadening (standard deviation) = {sigma:.3f} eV")
for T in (0.0, T_use):
    for W in releases:
        two, one = density[T, "two", W], density[T, "one", W]
        print(f"G at {T:.0f} K, W = {W:.2f} eV: two modes {two:.4e},"
              f" matched {one:.4e} 1/eV, matched/two {one/two:.3f}")
print(f"final/initial frequency ratio = {r:.2f}")
print(f"softened: mean = {soft_mean:.5f} eV, variance = {soft_var:.6f} eV^2")
print(f"softened: matched phonon energy = {soft_var/soft_mean:.5f} eV,"
      f" S = {soft_mean**2/soft_var:.3f}")
for g in (0.1, -0.1):
    print(f"matrix-element slope g = {g:+.1f}: mean shift = {shift[g]:+.5f} eV"
          f" ({100*shift[g]/lam:+.2f} % of mean)")
print("OK")
```

Printed output:

```
mode 1: S = 10.0, phonon energy = 0.020 eV
mode 1: mean part = 0.200 eV, variance part = 0.004000 eV^2
mode 2: S = 5.0, phonon energy = 0.060 eV
mode 2: mean part = 0.300 eV, variance part = 0.018000 eV^2
mean phonon energy = 0.5000 eV
variance = 0.022000 eV^2
standard deviation = 0.1483 eV
matched phonon energy = 0.0440 eV = 44.00 meV
matched Huang-Rhys factor = 11.3636
root search: S = 11.3636, phonon energy = 0.0440 eV
sum of Huang-Rhys factors = 15.0
S-weighted mean phonon energy = 0.0333 eV
variance with S-weighted mean = 0.016667 eV^2
its shortfall in variance = 24.2 %
third cumulant, two modes = 0.001160 eV^3
third cumulant, matched mode = 0.000968 eV^3
skewness, two modes = 0.3555
skewness, matched mode = 0.2966
zero-phonon weight, two modes = 3.059e-07
zero-phonon weight, matched mode = 1.161e-05
temperature of use = 300 K, kT = 0.02585 eV
variance at 300 K, two modes = 0.032771 eV^2
variance at 300 K, matched mode = 0.031811 eV^2
two-mode variance, 300 K over 0 K = 1.490
matched-mode variance shortfall at 300 K = 2.93 %
largest shortfall, 10-1000 K = 4.16 % at 170 K
Gaussian broadening (standard deviation) = 0.025 eV
G at 0 K, W = 0.10 eV: two modes 2.3169e-02, matched 3.2075e-02 1/eV, matched/two 1.384
G at 0 K, W = 0.56 eV: two modes 2.2878e+00, matched 2.3101e+00 1/eV, matched/two 1.010
G at 0 K, W = 1.12 eV: two modes 4.0221e-03, matched 3.1802e-03 1/eV, matched/two 0.791
G at 300 K, W = 0.10 eV: two modes 1.6833e-01, matched 1.6072e-01 1/eV, matched/two 0.955
G at 300 K, W = 0.56 eV: two modes 2.0088e+00, matched 2.0393e+00 1/eV, matched/two 1.015
G at 300 K, W = 1.12 eV: two modes 1.4476e-02, matched 1.1898e-02 1/eV, matched/two 0.822
final/initial frequency ratio = 0.90
softened: mean = 0.40520 eV, variance = 0.014452 eV^2
softened: matched phonon energy = 0.03567 eV, S = 11.361
matrix-element slope g = +0.1: mean shift = -0.02597 eV (-5.19 % of mean)
matrix-element slope g = -0.1: mean shift = +0.02716 eV (+5.43 % of mean)
OK
```
